\section*{Near Fields of a Compensated Synthetic Antiferromagnet with Zero Total Moment}

\section{Definitions and conventions}

A synthetic antiferromagnet is a pair of ferromagnetic layers, separated by a thin metal spacer, whose magnetizations are held antiparallel by exchange through the spacer. Here both layers are circular discs of the same radius $R$ with a common axis $z$, and each is uniformly magnetized along that axis. The layer closer to the observer is called near, the other far. They have magnetizations $M_1,M_2>0$ and thicknesses $t_1,t_2$; the near layer points along $+z$, the far layer along $-z$.

The sheet moment of a layer is $\sigma_i=M_it_i$, and its dipole moment has magnitude $\pi R^2\sigma_i$. The pair is compensated when
\begin{equation}
M_1t_1=M_2t_2\equiv\sigma ,
\label{comp}
\end{equation}
so that the total dipole moment is zero. Fields are values of $B$ in mT, counted positive along the near layer, and lengths are in nm. The magnetization is taken as rigid: it does not tilt in the fields that the layers exert on each other.

The claim to be examined is that a compensated pair produces no field in its surroundings. The case chosen is a magnetic tunnel junction, in which a free layer that stores the bit lies above the pair. From top to bottom the stack is:
\begin{itemize}
\item free layer, $t_f=1.6$ nm, $M_f=1.0$ MA/m;
\item tunnel barrier, 1.0 nm;
\item near layer, $t_1=2.0$ nm, $M_1=1.0$ MA/m;
\item spacer, 0.8 nm;
\item far layer, $t_2=4.0$ nm, $M_2=0.5$ MA/m.
\end{itemize}
The radius is $R=20$ nm. Both reference layers have $\sigma=2.0$ mA, so (\ref{comp}) holds. Measured from the midplane of the free layer, their midplanes lie at $s_1=0.8+1.0+1.0=2.8$ nm and $s_2=0.8+1.0+2.0+0.8+2.0=6.6$ nm.

\section{The counter-example on the axis}

Inside a uniformly magnetized disc the bound current density $\nabla\times\mathbf M$ vanishes. What remains is a surface current on the rim, $M$ per unit height. A slice of thickness $ds$ is therefore a current loop with $I=M\,ds$.

Consider a point on the axis at distance $s$ from the slice. Every loop element $dl$ is at distance $r=\sqrt{R^2+s^2}$ and gives a field $\mu_0I\,dl/(4\pi r^2)$. Its axial part carries a factor $R/r$; the transverse parts cancel around the loop. With $\oint dl=2\pi R$,
\begin{equation}
dB=\frac{\mu_0M}{2}\,f(s)\,ds,\qquad f(s)=\frac{R^2}{(R^2+s^2)^{3/2}} .
\label{slice}
\end{equation}
Since
\begin{equation}
\frac{d}{ds}\frac{s}{\sqrt{R^2+s^2}}
=\frac{1}{\sqrt{R^2+s^2}}-\frac{s^2}{(R^2+s^2)^{3/2}}=f(s),
\end{equation}
a layer whose faces are at distances $a<b$ gives
\begin{equation}
B=\frac{\mu_0M}{2}\left[\frac{b}{\sqrt{R^2+b^2}}-\frac{a}{\sqrt{R^2+a^2}}\right].
\label{axis}
\end{equation}

At the free-layer midplane the near layer has $a=1.8$ nm, $b=3.8$ nm and $\mu_0M_1=1256.6$ mT. The far layer has $a=4.6$ nm, $b=8.6$ nm and half that polarization. Hence
\begin{align}
B_1&=628.3\,(0.1867-0.0896)\ \text{mT}=61.0\ \text{mT},\\
B_2&=-314.2\,(0.3950-0.2242)\ \text{mT}=-53.7\ \text{mT}.
\end{align}
The sum is 7.3 mT. The moments cancel and the fields do not, because the same moment acts from two different distances.

\section{The field that the free layer feels}

The axis is one line, whereas the free layer responds to the whole field. For a rigid free-layer magnetization at angle $\theta$ to $z$, the energy in the stray field is $-\mathbf M_f\cdot\int\mathbf B\,dV$. Axial symmetry removes the transverse part of the integral, which leaves
\begin{equation}
U=-M_fV\langle B_z\rangle\cos\theta ,
\label{zeeman}
\end{equation}
where $V$ is the free-layer volume and the brackets denote the mean over it. It is this mean that shifts the switching loop of a rigid layer.

To find it, replace a layer by a thin sheet of moment $\sigma$. Outside the sheet $\mathbf B=-\mu_0\nabla\phi$ with $\nabla^2\phi=0$. The sheet consists of two faces with magnetic charge densities $\pm M$ separated by $t$. Between them the field is $H=-M$, so the potential rises by $Mt=\sigma$ from the lower to the upper face. Since $\phi$ is odd in $s$, it equals $\sigma/2$ just above the disc. In the plane outside the disc it is continuous and odd, hence zero. The solution that decays upward is
\begin{equation}
\phi=\int_0^\infty A(k)J_0(k\rho)e^{-ks}\,dk ,
\end{equation}
where $\rho$ is the distance from the axis. The inverse Hankel transform of the boundary values, with $\int_0^RJ_0(k\rho)\rho\,d\rho=RJ_1(kR)/k$, gives
\begin{equation}
A(k)=k\int_0^R\frac{\sigma}{2}J_0(k\rho)\rho\,d\rho=\frac{\sigma R}{2}J_1(kR).
\end{equation}
Differentiation gives
\begin{equation}
B_z=-\mu_0\frac{\partial\phi}{\partial s}
=\frac{\mu_0\sigma R}{2}\int_0^\infty kJ_1(kR)J_0(k\rho)e^{-ks}\,dk .
\end{equation}
The mean of $J_0(k\rho)$ over a disc of radius $R$ is $(2/R^2)\,RJ_1(kR)/k=2J_1(kR)/(kR)$. The mean field at distance $s$ is therefore
\begin{equation}
\langle B_z\rangle=\mu_0\sigma F(s),\qquad
F(s)=\int_0^\infty J_1^2(kR)\,e^{-ks}\,dk .
\label{F}
\end{equation}
For layers of finite thickness, $\sigma$ becomes $M\,dz'$ and the result is integrated over the source layer and averaged over the free layer.

For the example this gives
\begin{equation}
83.9\ \text{mT}-50.6\ \text{mT}=33.3\ \text{mT}=333\ \text{Oe}.
\end{equation}
The far layer removes only 60\% of the near layer's mean field. The two contributions were also computed from the magnetic charges on the faces of the discs, without rim currents; each agreed to better than one part in $10^5$.

The mean exceeds the axial value of 7.3 mT because the residual is concentrated near the rim: at $\rho=18$ nm in the same plane it is 63 mT. Near the rim the two layers act like opposite line currents at clearly different distances. On the axis every part of either rim is at least 20 nm away, and the 3.8 nm between the layers changes that distance little.

\section{The general statement and its proof}

\textbf{Statement.} Let two coaxial, non-overlapping discs of equal finite radius be uniformly and oppositely magnetized along their axis, with $M_1t_1=M_2t_2>0$. At every point of the axis above the pair, at finite distance, $B_z$ is nonzero and points along the nearer layer. The same is true of $\langle B_z\rangle$ over any coaxial free layer of the same radius above the pair.

\textbf{Proof.} Both fields have the form $\mu_0M\int_a^bG(s)\,ds$ for one layer and one observation height. On the axis $G=f/2$; for the disc mean $G=F$. Both kernels are strictly decreasing for $s>0$:
\begin{equation}
f'(s)=-\frac{3R^2s}{(R^2+s^2)^{5/2}}<0,\qquad
F'(s)=-\int_0^\infty kJ_1^2(kR)e^{-ks}\,dk<0 .
\end{equation}
Write $\overline G_i$ for the average of $G$ over the range $a_i<s<b_i$ occupied by layer $i$. By (\ref{comp}),
\begin{equation}
B=\mu_0M_1t_1\overline G_1-\mu_0M_2t_2\overline G_2
=\mu_0\sigma\left(\overline G_1-\overline G_2\right).
\end{equation}
The layers do not overlap, so $b_1\le a_2$. Since $G$ decreases,
\begin{equation}
\overline G_1>G(b_1)\ge G(a_2)>\overline G_2 ,
\end{equation}
and $B>0$. For a free layer of finite thickness this holds at each of its heights, hence also for the average over them. $\square$

Below the pair the other layer is the nearer one, and the field points along that layer. The proof does not cover the spacer between the layers.

Nor does the statement say that $B_z$ is nonzero at every point off the axis. In the free-layer midplane it is $+63$ mT at $\rho=18$ nm and $-0.005$ mT at $\rho=100$ nm. It varies continuously between them, so it passes through zero. A whole volume without field is nevertheless impossible. In the connected space outside the magnets $\phi$ is harmonic, hence analytic. If its gradient vanished throughout any small volume, it would vanish everywhere in that space, including on the axis, where it has just been shown not to.

\section{Three limits}

\subsection{Wide pillars and the infinite film}

When both distances are much smaller than $R$, the two exponentials nearly cancel for $k$ of order $1/R$ and below, so the difference $F(s_1)-F(s_2)$ comes mainly from larger $k$, where $kR\gg1$. There $J_1^2(kR)$ oscillates about $1/(\pi kR)$, and the oscillation averages out. To leading order
\begin{equation}
\langle B_z\rangle\simeq\frac{\mu_0\sigma}{\pi R}
\int_0^\infty\frac{e^{-ks_1}-e^{-ks_2}}{k}\,dk
=\frac{\mu_0\sigma}{\pi R}\ln\frac{s_2}{s_1}.
\label{log}
\end{equation}
The last integral follows by writing the integrand as $\int_{s_1}^{s_2}e^{-ks}ds$ and integrating over $k$ first, which leaves $\int_{s_1}^{s_2}ds/s$.

For the example,
\begin{equation}
\frac{1256.6\times2.0}{\pi\times20}\ \text{mT}\times\ln\frac{6.6}{2.8}
=40.0\ \text{mT}\times0.857=34.3\ \text{mT},
\end{equation}
3\% above the full result. What counts is the ratio of the distances, so a spacer of less than a nanometre does not make the pair act as one object for a free layer equally close by.

With all thicknesses held fixed, the full calculation gives 59.9, 33.3, 17.3 and 1.40 mT for diameters of 20, 40, 80 and 1000 nm. The residual grows nearly as $1/R$ when the pillar shrinks, and more slowly at the smallest size, where $s_2$ is no longer small compared with $R$.

At 1000 nm, (\ref{log}) gives 1.37 mT, slightly too little, because it treats the layers as sheets. Averaging $-\ln s$ over layers of finite thickness adds, to second order, $(t_i^2+t_f^2)/(24s_i^2)$. This is 0.035 for the near layer and 0.018 for the far one. The logarithm rises from 0.857 to 0.874, and the field to 1.40 mT.

As $R\to\infty$ the residual vanishes, but this is no success of compensation. A single layer does the same: by (\ref{slice}) its field on the axis tends to $\mu_0\sigma/(2R)$, which goes to zero. An infinite, uniformly magnetized flat film has no outside field, whether or not it has a partner.

\subsection{Far away}

For $s\gg R$, $f\simeq R^2/s^3$. With $m=\pi R^2\sigma$, one layer gives the dipole field $\mu_0m/(2\pi s^3)$. Let $z$ be measured from the midpoint between the layer centres and let $d=s_2-s_1$. Then
\begin{equation}
B\simeq\frac{\mu_0m}{2\pi}\left[\frac1{(z-d/2)^3}-\frac1{(z+d/2)^3}\right]
\simeq\frac{3\mu_0md}{2\pi z^4},
\label{far}
\end{equation}
because $(z\mp d/2)^{-3}\simeq z^{-3}(1\pm3d/2z)$. The dipole term has cancelled, and a quadrupole term proportional to the separation remains. The field is the fraction $3d/z$ of that of one layer. At 400 nm from the near layer this is $11.4/402=2.8\%$, which is also what the full expression (\ref{axis}) gives. Here the usual intuition about compensated pairs is sound.

\subsection{Between the two}

The fraction of the near layer's axial field that survives is 11.9\% at the free-layer midplane, 24.5\% at 20 nm from the near layer and 10.2\% at 100 nm. It first rises with distance. For small $d$ the fraction is
\begin{equation}
-\frac{f'}{f}\,d=\frac{3sd}{R^2+s^2},
\end{equation}
which is greatest at $s=R$. With $s$ taken midway between the layers it gives 12.7\%, 28.4\% and 10.8\% at the three places. Close to the disc centre $f$ is flat, which makes cancellation on the axis look better than it is for the free layer as a whole.

\section{Consequence for the stored bit}

Let $B=\langle B_z\rangle$, and let the free layer reverse as one rigid unit with effective anisotropy field $B_k$. With $c=\cos\theta$, its energy is
\begin{equation}
\frac{U}{M_fV}=-\frac{B_k}{2}c^2-Bc .
\end{equation}
The maximum, at $c=-B/B_k$, has the value $B^2/(2B_k)$. The minimum at $c=-1$, antiparallel to the near layer, has the value $-B_k/2+B$. The barrier for leaving it is
\begin{equation}
\frac{B^2}{2B_k}+\frac{B_k}{2}-B=\frac{B_k}{2}\left(1-\frac{B}{B_k}\right)^2 .
\end{equation}
The other minimum follows by $B\to-B$. In units of $k_BT$ the barriers are thus $\Delta_0(1\mp B/B_k)^2$, with $\Delta_0=M_fVB_k/(2k_BT)$.

For a rough value $B_k=300$ mT at 300 K, $\Delta_0=72.8$. The shift $B/B_k=0.111$ changes this to 57.5 for the antiparallel state and 89.9 for the parallel state. The total moment of the reference pair is zero, yet one of the two bit states has lost about a fifth of its barrier in this model.

\section{Zero moment, zero mean and zero field}

The mean field can be made to vanish by giving the far layer more moment. With its magnetization and upper face held fixed, the required thickness is 7.93 nm instead of 4.0 nm. Its moment is then 1.98 times that of the near layer, and the total moment is $-2.47\times10^{-18}$ A\,m$^2$, about as large as that of the near layer alone.

The free layer is still not free of field. In its midplane $B_z$ is $-35$ mT on the axis and $+39$ mT at $\rho=18$ nm; only the average vanishes.

A second cell whose axis is 100 nm away now sees a dipole. On the equatorial plane of a dipole $m_{\rm tot}$ the field is $-\mu_0m_{\rm tot}/(4\pi r^3)$, here $+0.25$ mT. The full calculation gives 0.240 mT at the neighbour's free-layer centre, against $-0.005$ mT for equal moments. Both values are for the reference pair alone; in either design the first cell's free layer adds a dipole field of about 0.20 mT, with a sign set by the stored bit. In this geometry the field at the neighbour is small in either case, and nulling the mean at the cell's own free layer is the more useful condition. For a distant sensor the choice could go the other way.

\section{The model beside a real junction}

The parameters are round numbers, not those of a particular device. Real layers depart from the model in several ways, sized here for the 33.3 mT residual.
\begin{itemize}
\item \emph{Warming to 358 K.} Let $M$ fall as $1-(T/T_0)^{3/2}$, with rough scales $T_0=1100$ K (near) and 800 K (far) and the stated magnetizations holding at 300 K. The residual becomes 33.7 mT, while the moments go out of balance by 4.0\% of the near moment at 300 K.
\item \emph{Thickness.} A far layer 2\% too thick gives 32.5 mT.
\item \emph{Sidewall.} If each reference layer is wider in radius by $\tan10^\circ$ times the distance of its midplane below that of the free layer, at fixed thickness, the residual is 32.2 mT.
\item \emph{Tilt.} At $\rho=18$ nm the radial field is 159 mT on the near layer, with the free layer parallel to it, and 42 mT on the free layer. The near layer is held by a rough anisotropy field of 300 mT and an exchange field $J/(M_1t_1)=500$ mT, for a rough coupling $J=1$ mJ/m$^2$. The ratios of radial to restoring field are $159/800=0.20$ rad and $42/300=0.14$ rad. The axial magnetization there drops by about 2\% and 1\%. The radial magnetization that appears near the rim of the near layer matters more, because it acts on the free layer to first order in the tilt: only the part of the tilt caused by the far layer (82 of the 159 mT at $\rho=18$ nm) shifts the loop, since the part caused by the free layer reverses with it. With the same local restoring field of 800 mT this adds about 4.5 mT, a seventh of the residual, to the loop shift; a rough exchange stiffness of 10 to 20 pJ/m in the near layer lowers it to 7 to 9\% of the residual. The local estimate of the angles leaves out the axial stray field and the tilt of the far layer, which change the restoring field, and exchange stiffness, which opposes such bending.
\end{itemize}

Correlated roughness adds a separate shift. Let the faces of the near and free layers follow $h\cos qx$, with $M$ rigidly along $z$ and the far layer left flat. A face of charge density $\sigma_a$ then has an extra potential $\tfrac12\sigma_ah\cos(qx)\,e^{-qz}$. On a second face of charge density $\sigma_b$ at mean distance $D$, the height is itself displaced by $h\cos qx$. Averaging over $x$ gives the energy per area $-\tfrac14\mu_0\sigma_a\sigma_bqh^2e^{-qD}$ to second order in $h$. Summing over the faces of the near and free layers, with barrier thickness $g$, and dividing by $-M_ft_f$,
\begin{equation}
B_{\rm r}=-\frac{\mu_0M_1qh^2}{4t_f}\,e^{-qg}(1-e^{-qt_1})(1-e^{-qt_f}).
\end{equation}
For $h=0.2$ nm and a period of 20 nm, both rough, this is $-0.33$ mT.

None of these estimates comes near to cancelling the residual. Exchange through the barrier and non-uniform reversal are left out; the second can lower the barriers below the rigid values. The numerical output lists the individual values, except the contribution of the tilt to the loop shift.

\section*{Computed results}
\begin{verbatim}
pillar radius 20.0 nm; free layer 1.6 nm; barrier 1.0 nm
near layer 2.0 nm; spacer 0.8 nm; far layer 4.0 nm
M free, near, far: 1.0, 1.0, 0.5 MA/m
mu0*M of near layer: 1256.6 mT
sheet moment of each reference layer: 2.000 mA
moment of near layer: 2.5133e-18 A m^2
total moment / near moment: 0.0e+00
midplane distances to free layer: 2.80, 6.60 nm
centre separation of the two layers: 3.80 nm
mean field from near layer: 83.92 mT
mean field from far layer: -50.62 mT
residual mean field: 33.30 mT = 333 Oe
residual / near-layer field: 39.7 %
logarithmic estimate of residual: 34.30 mT
axis field at free midplane, near: 60.96 mT
axis field at free midplane, far: -53.68 mT
axis residual at free midplane: 7.28 mT
B_z residual at rho = 18 nm: 63.13 mT
axis field versus distance from near-layer midplane:
  20 nm: near alone 2.224e+01 mT, pair 5.438e+00 mT, ratio 24.5 %
  100 nm: near alone 4.740e-01 mT, pair 4.820e-02 mT, ratio 10.2 %
  400 nm: near alone 7.825e-03 mT, pair 2.180e-04 mT, ratio 2.8 %
residual mean field versus pillar diameter:
  20 nm: 59.90 mT
  40 nm: 33.30 mT
  80 nm: 17.26 mT
  1000 nm: 1.40 mT
rough anisotropy field 300 mT, temperature 300 K
barrier without shift: 72.8 kT
barrier leaving antiparallel state: 57.5 kT
barrier leaving parallel state: 89.9 kT
far thickness that nulls the mean field: 7.93 nm
far/near moment ratio then: 1.982
total moment then: -2.468e-18 A m^2
nulled design, B_z on axis: -35.39 mT
nulled design, B_z at rho = 18 nm: 39.08 mT
B_z at neighbour, pitch 100 nm, equal moments: -0.0047 mT
B_z at neighbour, nulled design: 0.2399 mT
Bloch scales near, far: 1100, 800 K (rough)
residual at 358 K: 33.65 mT
moment imbalance at 358 K: 4.0 % of near moment
residual with far layer 2 % thicker: 32.50 mT
residual with 10 degree sidewall taper: 32.18 mT
roughness amplitude 0.2 nm, period 20 nm (rough)
roughness shift field: -0.33 mT
interlayer coupling 1.0 mJ/m^2 (rough)
exchange field on near layer: 500 mT
radial edge field on near layer: 158.8 mT
edge tilt of near layer: 0.198 rad
radial edge field on free layer: 41.7 mT
edge tilt of free layer: 0.139 rad
loss of M_z at edge, near: 1.97 %
loss of M_z at edge, free: 0.97 %
\end{verbatim}
